# Weak dimerisation and the bound part of the second virial coefficient

Suppose that a weak dimerisation constant $K$ has been computed for a precursor vapour, and that a second virial coefficient $B$ is also available. A pressure calculation can use an ideal monomer–dimer mixture, a virial equation, or some combination. Using the full $K$ and the full $B$ together counts bound pairs twice. The choice depends on which part of $B$ is already contained in $K$, and on whether clusters of three molecules matter.

## The simplest vapour: ideal monomers and dimers

Let $n$ be the density of molecules, counted as if every dimer were taken apart. Let $n_M$ and $n_D$ be the densities of free monomers and of dimers, with
$$K=\frac{n_D}{n_M^2}.$$
Both species are ideal gases, so
$$\frac{p}{kT}=n_M+Kn_M^2,\qquad n=n_M+2Kn_M^2 .$$
The second equation is quadratic in $n_M$, and its positive root is
$$n_M=\frac{\sqrt{1+8Kn}-1}{4K}.$$
From the same equation, $Kn_M^2=(n-n_M)/2$. The compressibility factor is therefore
$$Z=\frac{p}{nkT}=\frac{n_M+(n-n_M)/2}{n}=\frac12\left(1+\frac{n_M}{n}\right).$$

For small $y=Kn$ the root expands as $\sqrt{1+8y}=1+4y-8y^2+32y^3-\dots$. Hence $n_M/n=1-2y+8y^2-\dots$, and
$$Z=1-Kn+4K^2n^2-\dots$$
An ideal dimer thus contributes $-K$ to the second virial coefficient and $4K^2$ to the third.

In the opposite limit, $Kn\to\infty$, the closed form gives $Z\to1/2$: all molecules are paired. The power series converges for $8Kn<1$, so a strongly dimerised vapour needs the closed form and not a truncated series.

## A real vapour in the same language

The mixture has to be compared with an expansion that does not presuppose dimers. Let $Q_N$ be the canonical partition function of $N$ molecules in volume $V$, and let $a=e^{\mu/kT}$, where $\mu$ is the chemical potential. The grand partition function is $\Xi=1+aQ_1+a^2Q_2+\dots$, and $pV/kT=\ln\Xi$. With the activity $z=aQ_1/V$, which tends to $n$ in a dilute gas,
$$\frac{p}{kT}=z+b_2z^2+b_3z^3+\dots,\qquad b_2=\frac{V\,(Q_2-Q_1^2/2)}{Q_1^2}.$$
The term $-Q_1^2/2$ comes from expanding the logarithm. The mean number of molecules is $a\,\partial\ln\Xi/\partial a$, so
$$n=z+2b_2z^2+3b_3z^3+\dots$$

To eliminate $z$, put $z=n+c_2n^2+c_3n^3$. Then $z^2=n^2+2c_2n^3+\dots$, and the coefficients of $n^2$ and $n^3$ in the density equation must vanish:
$$c_2+2b_2=0,\qquad c_3+4b_2c_2+3b_3=0.$$
Thus $c_2=-2b_2$ and $c_3=8b_2^2-3b_3$. Substitution into the pressure gives
$$\frac{p}{kT}=n+(c_2+b_2)n^2+(c_3+2b_2c_2+b_3)n^3+\dots,$$
so that
$$B=-b_2,\qquad C=4b_2^2-2b_3 .$$

The ideal dimer mixture is the special case $z=n_M$, $b_2=K$, $b_3=0$. Two separate questions follow: how much of $b_2$ is really the dimer constant, and how small is $b_3$?

## Which part of $b_2$ is the dimer?

Take identical molecules of mass $m$ with a central pair potential $U(r)$ and an internal partition function $q$ that pairing does not change. Neglect exchange, so that the two-body trace is taken over distinguishable molecules and divided by two. With
$$\lambda=\frac{h}{\sqrt{2\pi mkT}},$$
one molecule has $Q_1=qV/\lambda^3$. The centre of mass of a pair has mass $2m$, hence wavelength $\lambda/\sqrt2$ and partition function $2^{3/2}V/\lambda^3$. Since $Q_1^2/2$ is the value of $Q_2$ without interaction,
$$Q_2-\frac{Q_1^2}{2}=\frac{q^2}{2}\,\frac{2^{3/2}V}{\lambda^3}\sum_l(2l+1)\Delta_l .$$
Here $\Delta_l$ is the change that $U$ makes in the sum of $e^{-\beta E}$ over relative states of angular momentum $l$, with $\beta=1/kT$. Multiplication by $V/Q_1^2=\lambda^6/(q^2V)$ gives
$$b_2=\sqrt2\,\lambda^3\sum_l(2l+1)\Delta_l .$$

To find $\Delta_l$, enclose the relative motion in a large sphere of radius $L$. At large distance the radial function is $\sin(kr-l\pi/2+\delta_l)$, with phase shift $\delta_l$. It must vanish at $L$:
$$kL-\frac{l\pi}{2}+\delta_l=j\pi,\qquad j\ \text{an integer}.$$
The number of states per unit $k$ is $dj/dk=(L+d\delta_l/dk)/\pi$. The free value is $L/\pi$, so the interaction changes it by $(1/\pi)\,d\delta_l/dk$. Adding the bound levels $E_{vl}<0$,
$$\Delta_l=\sum_v e^{-\beta E_{vl}}+\frac1\pi\int_0^\infty\frac{d\delta_l}{dE}\,e^{-\beta E}\,dE .$$

The bound sum is the chemical dimer. Its molecular partition function is
$$q_D=\frac{q^2}{2}\frac{2^{3/2}V}{\lambda^3}\sum_{l,v}(2l+1)e^{-\beta E_{vl}}.$$
Equilibrium requires $\mu_D=2\mu$, so $n_D=a^2q_D/V$. Dividing by $n_M^2=z^2=(aq/\lambda^3)^2$,
$$K=\sqrt2\,\lambda^3\sum_l(2l+1)\sum_v e^{-E_{vl}/kT}.$$
Hence
$$\boxed{B=-K+B_u}$$
where $B_u$ is minus the continuum part of $b_2$. It contains scattering, excluded volume, and quasi-bound pairs, which have $E>0$ but are held behind a centrifugal barrier. If a kinetic definition counts quasi-bound pairs as dimers, their contribution moves from $B_u$ to $K$ and the total $B$ is unchanged.

This also settles the double counting at second order. If dimers are kept as a species with constant $K$, the remaining nonideality must be described by $B_u$, not by $B$.

## A level at threshold

A square well shows how far the separation can be trusted for a very weak dimer. Let its radius be 1 and its depth $V_0$, in units where $\hbar^2/2\mu=1$ for reduced mass $\mu$, and set $\beta=1$. For $l=0$ the inner function is $\sin qr$ with $q^2=k^2+V_0$, and the outer one is $\sin(kr+\delta)$. Matching the logarithmic derivative at $r=1$ gives
$$k\cot(k+\delta)=q\cot q .$$
A bound state has $E=-\kappa^2$ and an outer function $e^{-\kappa r}$, so $q\cot q=-\kappa$ with $q^2=V_0-\kappa^2$. The first one appears when $\sqrt{V_0}=\pi/2$.

Near this depth and at small $k$, write $q\cot q\simeq-\kappa_0$. The small number $\kappa_0$ is positive when a bound state exists and negative when it does not. Then $\cot(k+\delta)=-\kappa_0/k$, or
$$k+\delta=\frac\pi2+\arctan\frac{\kappa_0}{k},\qquad \frac{d(k+\delta)}{dk}=-\frac{\kappa_0}{k^2+\kappa_0^2}.$$
For $|\kappa_0|\to0$ this derivative is a narrow peak at $k=0$. Its integral over positive $k$, divided by $\pi$, is $-\tfrac12$ on the bound side and $+\tfrac12$ on the unbound side. The bound sum jumps from 0 to 1, the continuum falls by 1, and the total is continuous.

The phase-shift integral, evaluated by quadrature, and the bound energy, found as a root of the matching condition, show the cancellation:

- With $V_0$ one per cent below threshold, the bound part is 0 and the continuum part is 0.356.
- With $V_0$ one per cent above, the bound part is 1.000 and the continuum part is $-0.630$. The sum is 0.370.

The same compensation can be written into the formula. A phase is defined up to a multiple of $\pi$, and away from a threshold resonance it can be chosen so that $\delta_l(0)=\pi N_l$, where $N_l$ is the number of bound levels. Integration by parts then has the boundary term $-N_l$ at $E=0$, while the exponential removes the one at infinity:
$$\Delta_l=\sum_v\left(e^{-\beta E_{vl}}-1\right)+\frac{\beta}{\pi}\int_0^\infty\delta_l\,e^{-\beta E}\,dE .$$
A level at $E\simeq0$ now has almost no weight in the first sum. Pressure data at second order determine $b_2$, and they cannot isolate the contribution of one barely bound level.

At the larger depth $V_0=6$ the bound part is 4.773 and the continuum part $-0.331$. The bound sum now dominates, although the continuum still takes some of it back.

## Heavy molecules: the classical division

Heavy molecules have many closely spaced levels, and the level sum becomes a phase-space integral over relative positions and momenta with negative total energy:
$$\sum_{l,v}(2l+1)e^{-\beta E_{vl}}\longrightarrow\int\frac{d^3r\,d^3p}{h^3}\,e^{-\beta(p^2/2\mu+U)},\qquad \frac{p^2}{2\mu}+U<0 .$$
At a given $r$ with $U<0$, put $t=p^2/(2\mu kT)$ and $x=-\beta U$, so that $t<x$. Since $4\pi p^2dp=2\pi(2\mu kT)^{3/2}t^{1/2}dt$, the momentum integral is
$$2\pi(2\mu kT)^{3/2}\int_0^x t^{1/2}e^{-t}dt=(2\pi\mu kT)^{3/2}P(\tfrac32,x).$$
Here $P$ is the lower incomplete gamma function divided by $\Gamma(3/2)=\sqrt\pi/2$. With $\mu=m/2$ the prefactor divided by $h^3$ is $1/(2^{3/2}\lambda^3)$. Multiplication by $\sqrt2\lambda^3$ leaves a factor $\tfrac12$, and $\lambda$ cancels:
$$K=2\pi\int_{U<0}r^2e^{-\beta U}P(\tfrac32,-\beta U)\,dr .$$

Without the energy restriction, subtraction of the free pair gives $B=2\pi\int r^2(1-e^{-\beta U})dr$. Adding $K$ and writing $Q=1-P$,
$$B_u=2\pi\int_0^\infty r^2\left[1-e^{-\beta U}Q(\tfrac32,-\beta U)\right]dr,$$
with $Q=1$ wherever $U\ge0$.

Two limits explain when $-K$ can stand for $B$. In a shallow well $P(\tfrac32,x)\simeq4x^{3/2}/(3\sqrt\pi)$, so the bound integrand is of order $x^{3/2}$. The attractive part of $B$ is of order $x$. Most of the attraction then acts on unbound pairs.

In a deep well, integration by parts gives
$$e^xQ(\tfrac32,x)=e^x\operatorname{erfc}\sqrt x+2\sqrt{\frac{x}{\pi}} .$$
The first term tends to zero at large $x$, so the unbound integrand grows as $\sqrt x$. The bound integrand grows as $e^x$. For a well of depth $\varepsilon$, minimum $r_e$ and curvature $k_f$, a Gaussian integral about the minimum gives
$$K\simeq2\pi r_e^2\,e^{\beta\varepsilon}\sqrt{\frac{2\pi kT}{k_f}} .$$
This harmonic form shows the exponential growth, but it approaches the full integral slowly: for the Lennard-Jones potential used below it is 20% too low at $\beta\varepsilon=5$ and 14% too low at $\beta\varepsilon=8$. The condition for $B\simeq-K$ is $K\gg|B_u|$, with $K$ taken over all bound states. The existence of a bound state is not sufficient.

## A model pair interaction

Take a Lennard-Jones interaction, $U=4\varepsilon[(\sigma/r)^{12}-(\sigma/r)^6]$, with round parameters $\sigma=5$ Å, $\varepsilon/k=1500$ K and molar mass 100 g/mol, at 300 K. This is a spherical model for the pair coefficients, not a particular compound. It is not a stable vapour at ordinary pressures: here $kT/\varepsilon=0.2$, and a harmonic estimate for the face-centred cubic crystal gives an equilibrium vapour pressure of only about $3\times10^{-8}$ Pa. The constants $K$ and $B$ are properties of a pair and remain well defined. From here on $K$, $B$ and $B_u$ are molar, that is, multiplied by $N_A$, and $n$ is in moles per volume. The natural volume is $b_0=2\pi N_A\sigma^3/3=157.66$ cm³/mol.

The radial Schrödinger equation was diagonalised for each $l$ on a grid of sinc functions with spacing 0.045 Å, from 4.3 to 18 Å. Negative levels occur up to $l=314$. Their weighted sum is $1.888\times10^7$, and $\lambda=0.1008$ Å, so
$$K=\sqrt2\,N_A\lambda^3(1.888\times10^7)=1.646\times10^4\ \text{cm}^3/\text{mol}.$$
Quadrature of the classical integral gives $1.648\times10^4$ cm³/mol, a difference of about 0.1% of $K$. The classical division is adequate here. Exchange is also negligible in the bound sum: for bosons with one internal state, even $l$ alone would count, without the factor $\tfrac12$, and twice the even-$l$ sum differs from the full sum by less than 0.01%.

The classical integrals give
$$B=-16485-949=-17434\ \text{cm}^3/\text{mol}.$$
Here $B_u$ is negative. About $-768$ cm³/mol of it comes from quasi-bound pairs, taken classically as those with $E>0$ trapped inside the centrifugal barrier, and about $-181$ cm³/mol from freely scattering pairs, whose attraction outweighs their excluded volume. If quasi-bound pairs were counted as dimers, the remainder would be about 1% of $B$. Replacing $B$ by $-K$ loses 5.4% of its magnitude. Using $K$ together with the full $B$ would give $-16485-17434\simeq-33900$ cm³/mol, nearly twice the correct value.

For use with partial pressures, $p_i=n_iRT$ gives $K_p=p_D/p_M^2=K/(RT)$, which is 0.661 bar⁻¹.

Varying only the well depth at 300 K gives:

| $\varepsilon/k$ (K) | $K/b_0$ | $B_u/b_0$ | $B/b_0$ |
|---:|---:|---:|---:|
| 75 | 0.16 | 0.28 | 0.12 |
| 300 | 1.59 | −0.95 | −2.54 |
| 600 | 6.33 | −2.39 | −8.72 |
| 1000 | 23.8 | −4.10 | −27.9 |
| 1500 | 104.6 | −6.02 | −110.6 |
| 2400 | 1535.6 | −9.08 | −1544.7 |

At 75 K depth bound pairs exist, yet $B$ is positive. No positive effective constant $K_{\rm eff}=-B$ can then describe the vapour. At 300 K depth $K$ supplies 63% of $-B$, and at 2400 K depth 99.4%.

## The dimerisation energy seen by pressure data

The temperature dependence gives a second comparison. Since $\lambda^3\propto T^{-3/2}$,
$$\Delta U=RT^2\frac{d\ln K}{dT}=\langle E\rangle-\frac32RT,$$
where $\langle E\rangle$ is the molar thermal average over bound levels. The last term has a direct meaning: two free molecules carry translational energy $3RT$, and one dimer carries $\tfrac32RT$.

For the model at 300 K, a central temperature difference of the classical $K$ gives $\Delta U=-10.97$ kJ/mol. Because $K_p=K/(RT)$, the enthalpy is $\Delta H=\Delta U-RT=-13.46$ kJ/mol.

If $-B$ is treated as the dimer constant, the apparent energy is $-10.50$ kJ/mol. The reason follows from $-B=K+|B_u|$, valid here because $B_u<0$:
$$RT^2\frac{d\ln(-B)}{dT}=\frac{K\,\Delta U+|B_u|\,\Delta U_u}{K+|B_u|},\qquad \Delta U_u=RT^2\frac{d\ln|B_u|}{dT}.$$
The apparent energy is a weighted average, and the unbound part depends less steeply on temperature. A fit to pressure data therefore need not return the energy of the bound dimer, even when its dimer equation reproduces the pressures well.

## The third molecule

Let $K_{\rm eff}=-B>0$, so that the dimer equation has the correct second coefficient. Its third coefficient is $4B^2$, while the true one is $4B^2-2b_3$. At fixed density,
$$Z-Z_{\rm dimer}=-2b_3n^2+O(n^3).$$
Relative to the leading nonideality $K_{\rm eff}n$, the error is $2|b_3|n/K_{\rm eff}$, and this must be small.

For pair-additive forces put $f_{ij}=e^{-\beta U(r_{ij})}-1$. The connected three-body terms are one triangle and three chains. Each chain factorises into $(\int f\,d^3r)^2=(2b_2)^2$, so
$$b_3=\frac16\int\!\!\int f_{12}f_{13}f_{23}\,d^3r_{12}\,d^3r_{13}+2b_2^2 .$$
In molar units the right side is multiplied by $N_A^2$, with $b_2$ kept per molecule. For the model, trapezoidal integration of the triangle gives $b_3=2.65\times10^{-3}$ m⁶/mol². Then
$$C=1.22\times10^{-3}-2(2.65\times10^{-3})=-4.09\times10^{-3}\ \text{m}^6/\text{mol}^2 .$$
The dimer picture predicts $+1.22\times10^{-3}$, so it has the wrong sign at third order.

To see the size of the $b_3$ error alone, consider a hypothetical vapour in which $b_4$ and all higher coefficients are set to zero. Solving the fugacity equations numerically through $b_3$ then gives, for $1-Z$:

- At 0.02 mol/m³, about 50 Pa, the cluster result is $3.503\times10^{-4}$. The dimer equation gives $3.482\times10^{-4}$ with $K_{\rm eff}=-B$ and $3.293\times10^{-4}$ with the bound $K$.
- At 0.10 mol/m³, about 249 Pa, the three values are $1.783\times10^{-3}$, $1.731\times10^{-3}$ and $1.638\times10^{-3}$.

At the lower density the omission of unbound pairs costs far more than the omission of $b_3$. The leading $b_3$ error reaches 1% of the nonideality at
$$n=\frac{0.01\,K_{\rm eff}}{2b_3}=0.033\ \text{mol/m}^3,$$
or about 82 Pa. This is not a 1% error in pressure, since the nonideality itself is below 0.1% there. These figures compare truncated equations. They are not equilibrium pressures of the Lennard-Jones model, which would condense at such densities. A small $b_3$ term does not show that large clusters are negligible, because a molecule added to a large cluster gains several bonds at once.

A Lennard-Jones molecule can bind several neighbours, whereas a Lewis pair may saturate. For general three-body forces the integrand of $b_3$ is
$$\frac16\left(W_{123}-W_{12}-W_{13}-W_{23}+2\right),$$
where $W$ is the Boltzmann factor of the indicated group. If 1 and 2 are strongly bound and 3 is far away, $W_{123}=W_{12}$ and the large terms cancel. If 3 is excluded from a volume $v$ around the dimer, $W_{123}=0$ there and $-W_{12}$ remains. The three choices of bound pair, each with $\int W_{12}\,d^3r\simeq2K$, give the estimate
$$b_3\simeq\frac{3}{6}(2K)(-v)=-Kv .$$
The relative error is then about $2vn$, with $v$ per mole when $n$ is molar. This is small in a dilute vapour. Saturation thus extends the range of the dimer equation, provided that no other attraction binds a third molecule to the dimer.

For the opening decision, a computed bound-state $K$ may be used alone when $K\gg|B_u|$ and $2|b_3|n\ll K$, provided that the vapour is stable against condensation and larger clusters are negligible. If the first condition fails but $B<0$, the constant $-B$ repairs the pressure at second order, at the price of no longer being the population constant of bound dimers. If $B\ge0$, the virial equation is the appropriate description. The formulas for $K$ and $B_u$ were derived for a central potential and unchanged internal states, with $K$ summed over all levels of negative energy. For anisotropic or flexible molecules the two parts must be evaluated with orientations and internal motions included, and a harmonic estimate of $K$ may carry an error larger than $B_u$.
